Optical conductivity of Bernal bilayer graphene and its doping-induced peak at γ1

**Question**

I am trying to compute the interband optical conductivity of Bernal bilayer graphene from the four-band model with in-plane velocity v and dimer coupling γ1. The split bands start at ±γ1, so I expected absorption steps at photon energies γ1 and 2γ1. My numerical curve for the undoped sheet has a step at γ1 but none at 2γ1. When I raise the chemical potential, a spike grows at γ1, and it gets taller without limit as I reduce the broadening. Is the spike real, and can all this be obtained in closed form?

**Answer**

Yes to both, within this model. The spike comes from two bands that run parallel, and the missing step is due to a matrix element that vanishes at k = 0.

**Model and bands**

I take free electrons without disorder, no bias between the layers, spin and valley degeneracy 4, and T = 0 with μ ≥ 0 until stated otherwise. Write g = γ1, x = ħvk, Ω = ħω and R = √(x² + g²/4). Conductivities are for the whole bilayer, in units of σ0 = e²/(4ħ), the value for one graphene sheet.

In the basis A1, B1, A2, B2 the dimer sites are B1 and A2. The phases (1, e^{iθ}, e^{iθ}, e^{2iθ}) on the four sites remove the direction θ of k from H, so we may put k along x:

H = x(|A1⟩⟨B1| + |A2⟩⟨B2|) + g|B1⟩⟨A2| + h.c.

The exchange A1↔B2, B1↔A2 leaves this H unchanged. Define a± = (A1 ± B2)/√2 and b± = (B1 ± A2)/√2. Then

H a± = x b±,  H b± = x a± ± g b±.

Each parity gives a 2×2 problem, E² ∓ gE − x² = 0, so E = ±g/2 + R or ±g/2 − R. With ε1 = R − g/2 and ε2 = R + g/2,

even states: ε2 and −ε1;  odd states: ε1 and −ε2.

Three relations follow:

ε2 − ε1 = g,  ε1 + ε2 = 2R,  ε1ε2 = R² − g²/4 = x².

The first holds at every k: the two conduction bands are parallel, and so are the two valence bands.

**Matrix elements**

From H a± = x b±, the state of energy E is (x a± + E b±)/N, with N² = x² + E². Using x² = ε1ε2, N² = 2Rε1 for E = ±ε1 and N² = 2Rε2 for E = ±ε2.

The velocity along k acts as a± → v b±, b± → v a±, and so conserves parity:

⟨E|v_L|E'⟩ = v x(E + E')/(NN').

The velocity across k has amplitudes −iv from B1 to A1 and from B2 to A2, and +iv for the reverse hops. It acts as a± → iv b∓, b± → −iv a∓, and so changes parity. For E even and E' odd,

⟨E|v_T|E'⟩ = iv x(E − E')/(NN').

Let m² be the squared element divided by v². For the pair −ε1, ε2 the energies add to g, so m² = x²g²/(4R²ε1ε2) = g²/(4R²). For −ε1, ε1 they differ by 2ε1, so m² = 4x²ε1²/(2Rε1)² = x²/R². The other pairs work the same way:

- −ε1→ε1 and −ε2→ε2 (transverse): m² = x²/R²
- −ε1→ε2 and −ε2→ε1 (longitudinal): m² = g²/(4R²)
- ε1→ε2 and −ε2→−ε1 (transverse): m² = g²/(4R²)

**Kubo formula**

For a sheet of area A, with the sum running over spin, valley, k and band pairs,

Re σ = (πe²/ω)(1/A) Σ (f_i − f_j)|⟨i|v_x|j⟩|² δ(E_j − E_i − Ω).

Averaging over the direction of k turns |⟨i|v_x|j⟩|² into v²m²/2, since the average of cos²θ or sin²θ is 1/2 and the cross term averages to zero. The sum over states becomes 4∫k dk/(2π), with k dk = x dx/(ħv)². Collecting factors,

Re σ = (πe²ħ/Ω)(4/2π)(1/2ħ²) ∫x dx Σ m²(f_i − f_j)δ(Δ − Ω)

Re σ/σ0 = (4/Ω) ∫x dx Σ m²(f_i − f_j)δ(Δ − Ω),

where Δ = E_j − E_i. As a check, a single sheet has m² = 1 and Δ = 2x, which gives (4/Ω)(Ω/2)(1/2) = 1.

**Undoped sheet**

Since x dx = R dR, and Δ contains R as 2R in the first three cases below, each δ-function gives a factor 1/2.

For −ε1→ε1, Ω = 2ε1, so R = (Ω + g)/2 and x² = ε1ε2 = Ω(Ω + 2g)/4:

(4/Ω)(1/2)(x²/R) = (Ω + 2g)/(Ω + g).

For −ε2→ε2, Ω = 2ε2, so R = (Ω − g)/2 and x² = Ω(Ω − 2g)/4. This gives (Ω − 2g)/(Ω − g), starting at Ω = 2g.

For each longitudinal pair, Ω = 2R, which gives (4/Ω)(1/2)g²/(4R) = g²/Ω², starting at Ω = g.

The parallel pairs drop out, because both members are full or both are empty. With θ the unit step,

Re σ/σ0 = (Ω + 2g)/(Ω + g) + (2g²/Ω²)θ(Ω − g) + [(Ω − 2g)/(Ω − g)]θ(Ω − 2g).

At Ω = g the curve jumps from 3/2 to 7/2, because m² = g²/(4R²) equals 1 at k = 0. At 2g the new transition starts with m² = x²/R² = 0, so its contribution grows from zero. The value there is 4/3 + 1/2 = 11/6. The slope is −1/(9g) − 1/(2g) = −11/(18g) below 2g, and the new term adds 1/g above it, giving +7/(18g). So 2γ1 is marked by a kink at a local minimum. For Ω → 0 and for Ω ≫ g the model gives 2, the value of two separate sheets.

**Doped sheet**

For μ > 0 the final state must lie above μ. The final energies are Ω/2 for the two symmetric transitions, (Ω + g)/2 for −ε1→ε2 and (Ω − g)/2 for −ε2→ε1. Hence

- (Ω + 2g)/(Ω + g) starts at 2μ
- (Ω − 2g)/(Ω − g) starts at the larger of 2g and 2μ
- one g²/Ω² starts at the larger of g and 2μ − g
- the other g²/Ω² starts at g + 2μ

Now ε1→ε2 is open wherever ε1 < μ < ε2. Its energy is g at every k, so δ(Ω − g) comes out of the momentum integral, and all these states absorb at one frequency. This is the nesting. The contribution is W δ(Ω − g), with

W = (4/g)∫R dR g²/(4R²)[…] = g∫(dR/R)[f(ε1) − f(ε2) + f(−ε2) − f(−ε1)].

At T = 0 the bracket is 1 for R between max(g/2, μ − g/2) and μ + g/2, and zero elsewhere:

W = g ln[(2μ + g)/g] for μ ≤ g
W = g ln[(2μ + g)/(2μ − g)] for μ ≥ g

For small μ, W ≈ 2μ. It rises up to μ = g, where it equals g ln 3. Beyond that the upper band fills and blocks final states, and W falls as g²/μ for μ ≫ g. Hole doping gives the same W through −ε2→−ε1.

**Where the weight comes from**

The Drude peak follows from the same formula with (f_i − f_j)/Ω replaced by −∂f/∂E and m by the band slope dε/dx = x/R. Its weight on the half-axis Ω > 0 is 2x²/R at the Fermi momentum of each occupied conduction band. For the lower band R = μ + g/2 and x² = μ(μ + g), so

D1 = 4μ(μ + g)/(2μ + g).

For μ ≤ g, blocking removes

∫₀^{2μ}[1 + g/(Ω + g)]dΩ + ∫_g^{g+2μ}(g²/Ω²)dΩ = 2μ + g ln[(2μ + g)/g] + 2μg/(2μ + g).

The first and last terms add to D1, and the logarithm is W. The lost weight therefore reappears in the Drude peak and the γ1 peak.

For μ > g, two more pieces are lost:

∫_{2g}^{2μ}[1 − g/(Ω − g)]dΩ = 2(μ − g) − g ln[(2μ − g)/g]
∫_g^{2μ−g}(g²/Ω²)dΩ = 2g(μ − g)/(2μ − g)

The non-logarithmic terms add to 4μ(μ − g)/(2μ − g), the Drude weight of the upper band, and the logarithm turns W into its second form.

**Numbers**

Take γ1 = 0.4 eV, v = 10⁶ m/s and μ = 0.15 eV as round parameters. Then x_F = √(0.15 × 0.55) = 0.287 eV, and the density k_F²/π is 6.1 × 10¹² cm⁻². The interband part is zero below 2μ = 0.3 eV and jumps there to 1.57σ0. At 0.4 eV the smooth part steps from 1.5 to 2.5σ0, and at 0.7 eV from 1.69 to 2.02σ0.

The peak weight is W = 0.4 ln(0.7/0.4) = 0.224 eV (times σ0). A Lorentzian of half-width Γ = 10 meV gives it a height W/(πΓ) = 7.1σ0, or 4.3 × 10⁻⁴ S. The height varies as 1/Γ at fixed W, which is what you saw. With the same broadening, the interband total at γ1 is 9.0σ0 doped and 2.4σ0 undoped; these move by up to 0.05σ0 with the way the Lorentzian is inserted in the Kubo sum. The weight balance is 0.695 = 0.471 (Drude) + 0.224 (peak).

The formulas were tested against a Kubo sum over numerically diagonalized 4×4 Hamiltonians for μ = 0, 0.15 and 0.5 eV. Averages over 50 meV windows differ by at most about 0.001σ0.

**When the peak appears without doping, and when it blurs**

Heat also supplies carriers. At μ = 0 the bracket in W becomes 2[f(ε1) − f(ε2)]. For kT ≪ g, set R ≈ g/2 and drop f(ε2):

W ≈ 4∫₀^∞ f(ε)dε = 4 ln2 kT.

At 300 K this is 0.072 eV, while the full integral gives 0.063 eV. The estimate is too high because setting R ≈ g/2 overstates 1/R; dropping f(ε2) has no effect on these digits at 300 K.

The sharpness depends on the bands staying parallel. Add the skew hopping v4, with r = v4/v, as amplitudes −rx for A1–A2 and B1–B2. In the two parity blocks x becomes x(1 − r) (even) and x(1 + r) (odd). To first order in r,

ε2 − ε1 ≈ g − 2r x²/R.

For r = 0.05 this runs from 0.400 eV at k = 0 to 0.376 eV at k_F. This and the heights and weights below are for electron doping. The valence bands shift the other way, with separation g + 2r x²/R, which reaches 0.424 eV at k_F, and the weight for holes at the same density is 0.248 eV. A layer bias U = 0.1 eV acts differently. At k = 0 the conduction levels are U/2, on A1, and √(g² + U²/4), on the dimer, so their separation is 0.353 eV; at k_F it is 0.406 eV. At the same density and a half-width of 2 meV, the maximum height falls from 36σ0 for parallel bands to 10σ0 with the bias and 8σ0 with v4. The weight changes much less: 0.224 eV becomes 0.253 and 0.201 eV. So at this narrow half-width what is lost is mainly the sharpness. At a half-width of 10 meV the height falls less, from 7.1σ0 to 4.7σ0 in both cases.

Trigonal warping, the energy difference between dimer and non-dimer sites, the curvature of the lattice bands away from the cone, and electron interactions are left out of the closed formulas. The first two act on the γ1 peak itself. An A1–B2 hopping of 0.1v, which causes the warping, spreads the separation of the conduction bands from 0.371 to 0.429 eV around the circle k = k_F. Raising the dimer sites by 0.018 eV makes the separation at k = 0 equal to 0.418 eV for the conduction bands and 0.382 eV for the valence bands, so this term, like v4, makes the peak differ between electron and hole doping. In a real sheet the γ1 absorption is therefore spread over a range of energies even when the broadening is small, and the single sharp line belongs to the model with v and γ1 only.

Computed results

```
gamma1 = 0.400 eV, v = 1.00e+06 m/s
chemical potential, doped case = 0.150 eV
sigma0 = e^2/(4 hbar) = 6.0853e-05 S
Fermi momentum hbar v k_F = 0.2872 eV, R there = 0.3500 eV
carrier density = 6.061e+12 cm^-2
band energies at k_F = [-0.55 -0.15  0.15  0.55] eV
|v|^2/v^2 at k_F: x^2/R^2 = 0.6735, g^2/4R^2 = 0.3265
largest |e2 - e1 - gamma1| on grid = 1.2e-15 eV
Kubo sum vs formula, worst window error = 1.1e-03 sigma0
conductivity (sigma0) just below / just above each feature:
  undoped, gamma1: w = 0.400 eV: 1.5000 / 3.5000
  undoped, 2 gamma1: w = 0.800 eV: 1.8333 / 1.8333
  doped, 2 mu: w = 0.300 eV: 0.0000 / 1.5714
  doped, gamma1 (no delta): w = 0.400 eV: 1.5000 / 2.5000
  doped, gamma1 + 2 mu: w = 0.700 eV: 1.6902 / 2.0167
  doped, 2 gamma1: w = 0.800 eV: 1.8333 / 1.8333
undoped slopes at 2 gamma1 = -1.528 / 0.972 sigma0/eV
peak weight W, doped = 0.2238 sigma0 eV
largest W (mu = gamma1) = 0.4394 sigma0 eV
W at mu = 0.50 eV = 0.3389 sigma0 eV
Lorentzian half-width = 10.0 meV
height of peak alone = 7.125 sigma0 = 4.336e-04 S
broadened interband total at gamma1, doped = 9.02 sigma0
broadened interband total at gamma1, undoped = 2.38 sigma0
weights (sigma0 eV) at mu = 0.15 eV: lost 0.6953, Drude 0.4714, peak 0.2238
weights (sigma0 eV) at mu = 0.50 eV: lost 1.9580, Drude 1.6190, peak 0.3389
undoped W at 300 K = 0.0629 sigma0 eV
  estimate 4 ln2 kT = 0.0717 sigma0 eV
bent bands: bias = 0.10 eV or v4/v = 0.05, same density
  half-width for heights below = 2.0 meV
  parallel bands: e1->e2 energies 0.4000 to 0.4000 eV, weight 0.2238 sigma0 eV, height 35.63 sigma0
  layer bias: e1->e2 energies 0.3531 to 0.4063 eV, weight 0.2527 sigma0 eV, height 10.22 sigma0
  skew v4: e1->e2 energies 0.3764 to 0.4000 eV, weight 0.2008 sigma0 eV, height 7.75 sigma0
```
